# Dielectric anisotropy of a low-k film with flattened air pores

**The system.** An insulating film has an isotropic host of relative permittivity $k_h=2.8$. Air pores, with $k_p=1$, fill a fraction $f=0.10$ of its volume. Each pore is an oblate spheroid with semi-axes $a,a,c$ and $c/a=0.8$. The short axes all point along the film normal $z$, and $x$ lies in the plane. Fields are static, and host and pores are treated as linear continua. Write $k_x$ and $k_z$ for the in-plane and out-of-plane permittivities of the film, and $\Delta=k_x-k_z$.

## Part (a)

*Show that a uniformly polarised spheroid has a uniform internal field $-L_iP_i/\varepsilon_0$ along each axis $i$. Find $L_x$ and $L_z$ for these pores.*

**Answer.** A uniform polarisation $\mathbf P$ is equivalent to two copies of the body, with charge densities $-\rho$ and $+\rho$, the second displaced by a small $\mathbf s$ such that $\rho\mathbf s=\mathbf P$. The field inside one uniformly charged copy is therefore needed first.

From an interior point $\mathbf r$, let $R(\mathbf n)$ be the distance to the surface along the unit vector $\mathbf n$. In spherical coordinates centred on $\mathbf r$, the volume element $R'^2dR'd\Omega$ cancels the inverse square of Coulomb's law, so

$$E_i=-\frac{\rho}{4\pi\varepsilon_0}\int n_iR(\mathbf n)\,d\Omega .$$

The minus sign appears because the field points away from positive charge. With semi-axes $a_j$, the surface condition $\sum_j(r_j+Rn_j)^2/a_j^2=1$ is the quadratic $AR^2+2BR-C=0$, where

$$A=\sum_j\frac{n_j^2}{a_j^2},\qquad B=\sum_j\frac{r_jn_j}{a_j^2},\qquad C=1-\sum_j\frac{r_j^2}{a_j^2}>0 .$$

Its positive root is $R=[-B+\sqrt{B^2+AC}]/A$. The square root is even under $\mathbf n\to-\mathbf n$; multiplied by $n_i$ it becomes odd and integrates to zero. In the term with $B$, the products $n_in_j$ with $j\neq i$ vanish by reflection. What remains is

$$E_i=\frac{\rho}{\varepsilon_0}L_ir_i,\qquad L_i=\frac1{4\pi}\int\frac{n_i^2/a_i^2}{\sum_jn_j^2/a_j^2}\,d\Omega .$$

Adding the two displaced copies gives

$$E_i=\frac{\rho L_i}{\varepsilon_0}\left[(r_i-s_i)-r_i\right]=-\frac{L_iP_i}{\varepsilon_0},$$

which does not depend on position. Summing the integrands over $i$ gives 1, so $2L_x+L_z=1$.

For the $z$ axis put $u=n_z$ and $\xi^2=(a/c)^2-1$. Multiplying numerator and denominator of the integrand by $a^2$,

$$L_z=\int_0^1\frac{(1+\xi^2)u^2}{1+\xi^2u^2}\,du
=\frac{1+\xi^2}{\xi^2}\int_0^1\left(1-\frac1{1+\xi^2u^2}\right)du
=\frac{(1+\xi^2)(\xi-\arctan\xi)}{\xi^3}.$$

The first integrand exceeds $u^2$ for $0<u<1$, so $L_z>1/3>L_x$: the short axis has the larger factor. Here $\xi=\sqrt{1/0.64-1}=0.75$, and

$$L_z=0.39444,\qquad L_x=\tfrac12(1-L_z)=0.30278 .$$

## Part (b)

*A single pore lies in the host under a remote field $E_0$ along axis $i$. Find the field inside the pore.*

**Answer.** Everywhere one can write $\mathbf D=\varepsilon_0k_h\mathbf E+\mathbf p$, where $\mathbf p=\varepsilon_0(k_p-k_h)\mathbf E$ inside the pore and zero outside. Then $\nabla\cdot\mathbf D=0$ becomes

$$\nabla\cdot(\varepsilon_0k_h\mathbf E)=-\nabla\cdot\mathbf p .$$

This is the problem of part (a), with $\varepsilon_0$ replaced by $\varepsilon_0k_h$ and a remote field added. If $\mathbf p$ is uniform, the inner field is uniform too, so the assumption is consistent. Because the electrostatic problem has a unique solution, this is the solution. Its value follows from

$$E_{\rm in}=E_0-\frac{L_ip}{\varepsilon_0k_h}=E_0-\frac{L_i(k_p-k_h)}{k_h}E_{\rm in}
\;\Rightarrow\;
E_{\rm in}=\frac{k_hE_0}{k_h+L_i(k_p-k_h)} .$$

For air the denominators are $2.8-1.8L_i$, that is, 2.2550 in plane and 2.0900 along the normal. The pore field is $1.242E_0$ in plane and $1.340E_0$ along the normal. Both exceed $E_0$, because $\mathbf p$ is opposite to the field in a pore less polarisable than its host.

## Part (c)

*Find $k_x$, $k_z$ and $\Delta$ to first order in $f$. Explain the sign of $\Delta$, and examine nearly spherical and very flat pores.*

**Answer.** Averaging $\mathbf D=\varepsilon_0k_h\mathbf E+\mathbf p$ over the film gives

$$\langle D\rangle=\varepsilon_0k_h\langle E\rangle+f\varepsilon_0(k_p-k_h)\overline{E}_{\rm in},$$

where $\overline E_{\rm in}$ is the mean field in the pores. The field acting on a pore differs from $\langle E\rangle$ by terms of order $f$, which change the permittivity at order $f^2$. To first order, therefore, $E_0=\langle E\rangle$. Dividing by $\varepsilon_0\langle E\rangle$,

$$k_i=k_h+\frac{f\,k_h(k_p-k_h)}{k_h+L_i(k_p-k_h)} .$$

With $fk_h(k_h-1)=0.10\times2.8\times1.8=0.504$,

$$k_x=2.8-\frac{0.504}{2.2550}=2.5765,\qquad
k_z=2.8-\frac{0.504}{2.0900}=2.5589 .$$

The out-of-plane value is lower by $\Delta=0.0176$, or about 0.018, which is 0.7 percent of $k_x$. Spherical pores at the same porosity would give 2.5709, between the two.

To see the sign in general, set $k_p=1$ and $q_i=k_h-(k_h-1)L_i$. Then

$$\Delta=fk_h(k_h-1)\left(\frac1{q_z}-\frac1{q_x}\right)
=fk_h(k_h-1)\frac{q_x-q_z}{q_xq_z}
=\frac{fk_h(k_h-1)^2(L_z-L_x)}{q_xq_z},$$

since $q_x-q_z=(k_h-1)(L_z-L_x)$. Both $q_i$ are positive, so $L_z>L_x$ makes $\Delta$ positive. Physically, the pore field is stronger along the short axis, and the polarisation missing from the pore is proportional to that field.

**Nearly spherical pores.** Let $c/a=1-\eta$ with $\eta\ll1$, so that $\xi^2\simeq2\eta$. Since $\arctan\xi=\xi-\xi^3/3+\xi^5/5-\dots$,

$$L_z\simeq(1+\xi^2)\left(\frac13-\frac{\xi^2}5\right)\simeq\frac13+\frac{2\xi^2}{15}=\frac13+\frac{4\eta}{15}.$$

Hence $L_z-L_x=(3L_z-1)/2\simeq2\eta/5$. With $q_x\simeq q_z\simeq(2k_h+1)/3$,

$$\Delta\simeq\frac{18}{5}\,\frac{fk_h(k_h-1)^2}{(2k_h+1)^2}\,\eta .$$

The anisotropy starts linearly in the flattening and vanishes for spheres.

**Very flat pores.** As $c/a\to0$, $L_z\to1$ and $L_x\to0$. The first-order formulas become $k_z=k_h-fk_h(k_h-1)$ and $k_x=k_h-f(k_h-1)$, so $\Delta\to f(k_h-1)^2$. A stack of continuous host and air layers has $1/k_z=(1-f)/k_h+f$ and $k_x=(1-f)k_h+f$, whose first-order expansions agree with these.

## Part (d)

*Estimate how interaction between pores changes $\Delta$ at 10 percent porosity.*

**Answer.** Let $P=fp$ be the excess polarisation averaged over the film. Around a given pore there is a region from which other pores are excluded. Removing the smeared polarisation $P$ from that hole also removes its depolarising field, so the field acting on the pore is

$$E_{\rm loc}=\langle E\rangle+\frac{L_dP}{\varepsilon_0k_h},$$

where $L_d$ is the depolarisation factor of the hole. This is a mean-field dipole approximation. By part (b), $P=\varepsilon_0\chi_iE_{\rm loc}$ with $\chi_i=fk_h(k_p-k_h)/[k_h+L_i(k_p-k_h)]$. Eliminating $E_{\rm loc}$,

$$k_i=k_h+\frac{\chi_i}{1-\chi_iL_d/k_h}
=k_h+\frac{fk_h(k_p-k_h)}{k_h+(k_p-k_h)(L_i-fL_d)} .$$

The last form follows on multiplying numerator and denominator by $k_h+L_i(k_p-k_h)$. Two choices of hole give:

- Isotropic hole, $L_d=1/3$: $k_x=2.5823$, $k_z=2.5656$, $\Delta=0.0167$.
- Hole shaped like the pore, $L_d=L_i$ (aligned Maxwell Garnett formula): $k_x=2.5818$, $k_z=2.5668$, $\Delta=0.0150$.

Both permittivities rise, because $P$ opposes the field and lowers $E_{\rm loc}$, so each pore removes less polarisation. Most of the rise is common to the two directions. Relative to the first-order value, $\Delta$ falls by 5 percent in the first case and 15 percent in the second.

A numerical solution of the full field for a simple cubic array of these pores, at the same porosity, gave $k_x=2.5826$, $k_z=2.5647$ and $\Delta=0.0179$ on one grid; the grid error is about 0.0001, the converged values being $k_x=2.5826$, $k_z=2.5648$ and $\Delta=0.01785$. This lies slightly above the dilute value, not below it as the isotropic-hole estimate would suggest. The grid error is too small to explain this. The cause is that a uniformly polarised spheroid is not a point dipole: its external field has higher multipoles, which that estimate omits. Summed over the cubic lattice and averaged over a pore, they make the effective $L_d$ equal to 0.354 in plane and 0.293 along the normal instead of $1/3$, and the formula above then gives $k_x=2.5826$, $k_z=2.5648$. The sign of $\Delta$ is the same in every case here, but these cases cover only isotropic or mildly anisotropic surroundings. If pores are spaced much more closely along one axis than along another, $L_d$ differs strongly between $x$ and $z$. The interaction term in $k_i$ is close to $\chi_i^2L_d/k_h$, and $\chi_i^2/k_h\approx0.02$ is as large as $\Delta$ itself. Such an arrangement can therefore change $\Delta$ by as much as its own size or more, and can reverse its sign. For pores with $a=1.25$ nm, $c=1.0$ nm on a tetragonal lattice at the same porosity, an estimate with uniform polarisation in each pore gives $\Delta\approx-0.015$ for a spacing of 2.4 nm along $z$ and $\Delta\approx+0.038$ for 6.0 nm. The value 0.018 belongs to the first-order theory.

## Part (e)

*The pores measure 2.5 nm in plane and 2.0 nm along the normal, and the applied normal field is 1 MV/cm. Discuss what a real film would change.*

**Answer.** The parameters are close to those of a porous organosilicate film: a dense host with $k$ a little below 3 and pores of roughly 1 to 3 nm. With such a host, a film with $k$ well below 2.5 needs considerably more than 10 percent porosity, and there the dilute formula should not be used. Real pores are irregular, varied in size and sometimes connected. The assumption of identical, aligned, dry pores is therefore an idealisation. The effects of tilt, of a common change in shape and of moisture can be estimated within the dilute model; those of irregular or connected pores are not estimated here.

**Tilt.** A pore axis $\mathbf n$ contributes the tensor $k_x\delta_{ij}-\Delta n_in_j$. For a fixed tilt $\theta$ and random azimuth, $\overline{n_z^2}=\cos^2\theta$ and $\overline{n_x^2}=\tfrac12\sin^2\theta$, so the anisotropy becomes

$$\Delta\left(\cos^2\theta-\tfrac12\sin^2\theta\right)=\tfrac12\Delta(3\cos^2\theta-1).$$

At $15^\circ$ this is 0.0159. For random orientations $\overline{\cos^2\theta}=1/3$, and the anisotropy vanishes.

**Shape and host.** With the other parameters fixed, $c/a=0.75$ gives $\Delta=0.0231$ and $c/a=0.85$ gives 0.0127. An error of 0.05 in $c/a$ therefore matters more than the two mean-field corrections of part (d). Raising $k_h$ to 2.9 gives 0.0192. Any anisotropy of the host itself would also change these values, up or down, and is not included.

**Moisture.** If water with a rough bulk permittivity of 78 fills 1 percent of the pores, $k_x$ rises by 0.0105 and $k_z$ by 0.0089, so $\Delta$ becomes 0.0192. The in-plane rise is larger because, for $k_p>k_h$, the smaller $L_x$ gives the larger pore field. Water films on pore walls and the altered permittivity of confined water are left out. By comparison, giving the air $k=1.0006$ raises $k_z$ by only 0.0001; a pore of this size holds on average less than one free air molecule at atmospheric pressure (about 0.16), so this value has meaning only as an average over many pores.

**Field strength.** In the dilute model the normal field in a pore is $1.340\times1=1.34$ MV/cm; in the cases of part (d), interaction between pores lowers its average over the pore by about 2.5 to 3.3 percent (cubic array, isotropic hole and pore-shaped hole). At the pore's equator the field is tangential and therefore continuous, so the host just outside also carries about 1.3 MV/cm. For dry pores this is below the several MV/cm that is a rough breakdown scale for a good dense film, though defects can lower that scale. The voltage across the 2.0 nm pore is 0.27 V. An electron starting from rest would gain 0.27 eV in one crossing, far below the roughly 10 eV or more needed to ionise air molecules. Impact ionisation of the pore gas in this way is therefore not expected.

The continuum description is itself an assumption: a 2 nm pore is only about a dozen bond lengths across, and its wall is not a sharp surface. The error this causes has not been estimated. Further digits are given in the numerical output.

## Values computed for the example and the checks

```
host k = 2.80, pore k = 1.00, porosity = 10 percent
pore diameters: in plane 2.50 nm, normal 2.00 nm; c/a = 0.80
shape parameter xi = 0.7500
pore volume = 6.545 nm^3
mean pore spacing (volume per pore)^(1/3) = 4.03 nm
depolarisation factor L_x = 0.30278
depolarisation factor L_z = 0.39444
denominator kh-(kh-1)L_x = 2.25500
denominator kh-(kh-1)L_z = 2.09001
pore field / applied field, in plane = 1.2417
pore field / applied field, normal = 1.3397
dilute k shift, in plane = -0.22350
dilute k shift, normal = -0.24115
dilute k_x = 2.57650
dilute k_z = 2.55885
dilute k_x - k_z = 0.01764
relative difference (k_x-k_z)/k_x = 0.685 percent
dilute k with spherical pores = 2.57091
multipole solution: k_x = 2.57650, k_z = 2.55885
isotropic-hole estimate: k_x = 2.58229, k_z = 2.56558
isotropic-hole k_x - k_z = 0.01671
Maxwell Garnett: k_x = 2.58177, k_z = 2.56678
Maxwell Garnett k_x - k_z = 0.01500
cubic array, full field: k_x = 2.5826, k_z = 2.5647
cubic array, full field k_x - k_z = 0.0179
dilute k_x - k_z at 15 degree tilt = 0.01587
dilute k_x - k_z at c/a = 0.75: 0.02307
dilute k_x - k_z at c/a = 0.85: 0.01267
dilute k_x - k_z at host k = 2.9: 0.01919
air at k = 1.0006: rise of k_z = 0.000108
air at k = 1.0006: change of k_x-k_z = -0.0000152
water (k = 78) in 1 percent of pores: rise of k_x = 0.01047
water (k = 78) in 1 percent of pores: rise of k_z = 0.00890
water (k = 78) in 1 percent of pores: k_x-k_z = 0.01922
applied normal field = 1.00 MV/cm
field in pore = 1.340 MV/cm
voltage across pore = 0.268 V
```
